# Hafnia permittivity from oxide-thickness slopes when residual silica varies

A gate stack consists of a metal gate, a hafnia film of thickness $t$ and relative permittivity $k_H$, a residual silica layer of thickness $s$ and relative permittivity $k_I$, and silicon. All layers are flat and uniform. The algebra is in atomic units, with $4\pi\varepsilon_0=1$, so that a parallel-plate capacitor of thickness $d$ and permittivity $k$ has capacitance $k/(4\pi d)$ per unit area. The equivalent oxide thickness $h$ is the thickness of a reference silica layer, of permittivity $k_{ox}=3.9$, with the same capacitance per area $C$ as the stack:
$$h=\frac{k_{ox}}{4\pi C}.$$
Silicon and gate are first taken as perfect conductors; the finite response of the silicon is added later.

Let the gate carry charge $\sigma$ per area. With no charge inside the layers, Gauss's law gives the field $4\pi\sigma/k$ in a layer of permittivity $k$. The voltage is the sum of field times thickness,
$$V=4\pi\sigma\left(\frac{t}{k_H}+\frac{s}{k_I}\right).$$
Fixed charge at an interface would add a constant to $V$ and leave $dV/d\sigma=1/C$ unchanged, provided that it does not respond to the voltage. Multiplying $1/C$ by $k_{ox}/4\pi$ gives
$$h=\frac{k_{ox}}{k_H}\,t+\frac{k_{ox}}{k_I}\,s. \tag{1}$$

If $s$ is the same in every film, a plot of $h$ against $t$ has slope $k_{ox}/k_H$, and $k_{ox}$ divided by the slope is the permittivity of hafnia. Suppose instead that over the measured films
$$s=a+bt,$$
with $k_H$ and $k_I$ independent of thickness. Equation (1) becomes
$$h=\frac{k_{ox}}{k_I}\,a+\left(\frac{k_{ox}}{k_H}+\frac{k_{ox}}{k_I}\,b\right)t .$$
The plot is still a perfect straight line, with slope $m$ and intercept $h_0$:
$$m=\frac{k_{ox}}{k_H}+\frac{k_{ox}}{k_I}b,\qquad h_0=\frac{k_{ox}}{k_I}a. \tag{2}$$
The permittivity read from the slope is
$$k_{app}=\frac{k_{ox}}{m}=\frac{1}{1/k_H+b/k_I}=\frac{k_H}{1+x},\qquad x=\frac{b\,k_H}{k_I}. \tag{3}$$
Subtracting the true value gives the bias,
$$k_{app}-k_H=-\frac{x}{1+x}\,k_H=-\frac{b\,k_H^2}{k_I+b\,k_H}. \tag{4}$$

For $b>0$ the permittivity is underestimated. Each added nanometre of hafnia brings $b$ nanometres of silica with it, and the slope charges both to the hafnia. The small number $b$ is multiplied by $k_H/k_I$, because a given thickness of silica costs more capacitance than the same thickness of hafnia. The relative bias $-x/(1+x)$ therefore grows with the permittivity being measured. As $k_H\to\infty$ at fixed $b$, $k_{app}$ tends to $k_I/b$, a ceiling set by the silica alone. For $b<0$, with $1+x>0$, the sign reverses and the permittivity is overestimated: $k_H=16$, $b=-0.05$ and $k_I=3.9$ give $k_{app}=20.13$. At $x=-1$ the line is flat and the slope carries no usable permittivity.

The intercept is the equivalent thickness of the silica line continued to $t=0$. A measured film contains $s=a+bt$, so for $b>0$ the intercept, converted to silica thickness, is too small by $bt$. Nor is it in general the silica present before the hafnia was deposited or before oxygen was removed. Even a linear law that holds down to zero hafnia gives only the silica that would remain there after processing. It may even be negative, since $a<0$ is allowed as long as $a+bt$ is positive in the films that exist.

Take five films with $t$ from 2.0 to 4.0 nm in steps of 0.5 nm, $k_H=20$, $k_I=k_{ox}=3.9$, $a=0.20$ nm and $b=0.10$. The silica grows from 0.40 to 0.60 nm. Capacitances found by numerical minimisation of the electrostatic energy, without use of (1), give $h$ rising from 0.790 to 1.380 nm, so
$$m=\frac{1.380-0.790}{2.0}=0.295=\frac{3.9}{20}+0.10 .$$
The apparent permittivity is $3.9/0.295=13.2$, which is 34% below the true 20. The intercept is 0.200 nm, or 2.00 angstrom, while the mean silica thickness in the films is 0.50 nm. The ceiling $k_I/b$ is 39.

The straightness of the plot gives no warning. Consider a second set of stacks in which the silica has the constant thickness $a$ and the hafnia has permittivity $k_{app}$. By (1) and (3),
$$\frac{k_{ox}}{k_{app}}t+\frac{k_{ox}}{k_I}a=mt+h_0,$$
which is the same equivalent thickness at every $t$. Within this model capacitance alone cannot separate a poorer dielectric on constant silica from a better one on growing silica. The silica thickness has to be measured by other means, such as electron microscopy of cross-sections or photoemission. One may then plot $h-k_{ox}s/k_I$ against $t$, whose slope by (1) is $k_{ox}/k_H$, or solve (2):
$$k_H=\frac{k_{ox}}{m-k_{ox}b/k_I}. \tag{5}$$
The correction amplifies errors in $b$. Differentiating (5) at fixed $m$,
$$\frac{\partial k_H}{\partial b}=\frac{k_{ox}^2/k_I}{(m-k_{ox}b/k_I)^2}=\frac{k_H^2}{k_I},$$
where the last step uses $m-k_{ox}b/k_I=k_{ox}/k_H$. Here this is $400/3.9\approx103$, so an error of 0.02 in $b$ moves $k_H$ by about 2. Using 0.08 or 0.12 in place of 0.10 in (5) gives 18.1 or 22.3.

The silica need not follow a straight line. For films $t_j$ with mean $\bar t$, the least-squares slope of any quantity $y$ is
$$\frac{\sum_j(t_j-\bar t)\,y_j}{\sum_j(t_j-\bar t)^2},$$
which is linear in $y$. Applied to (1), it gives
$$m=\frac{k_{ox}}{k_H}+\frac{k_{ox}}{k_I}b_{fit}, \tag{6}$$
where $b_{fit}$ is the least-squares slope of $s$ over the same films. Equation (3) thus holds for the fitted slope with $b_{fit}$ in place of $b$.

Oxygen scavenging offers one reason for a positive $b$. Let a reactive gate hold the vacancy concentration in the hafnia at a fixed value at $z=0$, and let the silica at $z=t$ give up oxygen to every arriving vacancy, so that the concentration there is zero. Measured in units of the gate-side value, the concentration $u(z,\theta)$ at time $\theta$ obeys
$$\frac{\partial u}{\partial\theta}=D\frac{\partial^2u}{\partial z^2},\qquad u(0,\theta)=1,\quad u(t,\theta)=0,\quad u(z,0)=0 .$$
This assumes neutral vacancies, constant $D$ and fixed hafnia thickness. Multiply by $z$, integrate over the film and integrate by parts:
$$\frac{d}{d\theta}\int_0^t zu\,dz=D\,t\,\frac{\partial u}{\partial z}\Big|_{t}-D\,[u(t)-u(0)]=-tJ+D,$$
where $J=-D\,\partial u/\partial z$ at $z=t$ is the flux into the silica. Solving for $J$ and integrating from 0 to the anneal time $\tau$,
$$\int_0^\tau J\,d\theta=\frac{D\tau}{t}-\frac1t\int_0^t z\,u(z,\tau)\,dz .$$
The slowest transient, $\sin(\pi z/t)$, decays as $e^{-\pi^2D\theta/t^2}$. Once it has died out, $u=1-z/t$ and the last integral is $t^2/2-t^2/3=t^2/6$. Let $q$ be the volume of silica lost per volume of hafnia filled with vacancies at the gate-side concentration, and let $s_0$ be the initial silica thickness. With $A=qD\tau$,
$$s(t)=s_0-\frac{A}{t}+\frac{qt}{6}. \tag{7}$$
A thicker film passes a smaller flux in the same time and so leaves more silica. The last term is the delivery missed while the film fills. In units of the gate-side concentration the filled film holds $t/2$ per area; compared with a steady flux from the start, the gate has supplied $t/3$ more and the silica has received $t/6$ less.

The tangent to (7) at $t_0$ has slope and intercept
$$b=\frac{A}{t_0^2}+\frac q6,\qquad a=s(t_0)-bt_0=s_0-\frac{2A}{t_0}. \tag{8}$$
In $a$ the two terms $qt_0/6$ cancel. The linear law is therefore local in this mechanism, and its intercept differs from the initial silica by $2A/t_0$. With $s_0=0.8$ nm, $D\tau=90$ nm² and $q=0.01$, one has $A=0.90$ nm², and at $t_0=3$ nm
$$b=\frac{0.90}{9}+\frac{0.01}{6}=0.102,\qquad a=0.8-0.6=0.2\ \text{nm}.$$
Direct numerical integration of the diffusion equation gives 0.102 and 0.200 nm. An intercept of 0.2 nm here belongs to stacks that began with 0.8 nm of silica. Near $t=A/s_0=1.1$ nm the silica is used up, and the law cannot be continued to thinner hafnia.

A line fitted to all five films of this diffusion model has $b_{fit}=0.112$, an EOT slope of 0.307, an apparent permittivity of 12.7 and an intercept of 0.15 nm. No point departs from the line by more than 0.021 nm, or 0.2 angstrom, so the curvature would be hard to see in five films if each hafnia thickness had a random error of 0.1 nm. Thicker films reduce the bias at fixed anneal: at 10 nm, (8) gives $b=0.009+0.0017\approx0.011$, hence $x\approx0.055$ and a bias in the local slope of about $-5\%$.

The silicon is not a perfect conductor. Its electrons lie at a finite depth and have a finite density of states. For an estimate, put $n$ electrons per area in one subband with
$$\psi(z)=\sqrt{\beta^3/2}\;z\,e^{-\beta z/2},$$
where $z$ is now the depth in the silicon, and neglect depletion charge, exchange and penetration into the oxide. The kinetic energy per electron is
$$\frac{1}{2m_z}\int_0^\infty\psi'^2dz=\frac{\beta^2}{4m_z}\int_0^\infty\left(1-\frac y2\right)^2e^{-y}dy=\frac{\beta^2}{8m_z}.$$
The fraction of charge deeper than $z$ is $P=e^{-y}(1+y+y^2/2)$ with $y=\beta z$, so the field is $4\pi nP/\kappa$, with $\kappa$ the permittivity of silicon. Since $\int_0^\infty P^2dz=33/(16\beta)$, the field energy per electron is
$$\frac1n\,\frac{\kappa}{8\pi}\int_0^\infty\left(\frac{4\pi nP}{\kappa}\right)^2dz=\frac{33\pi n}{8\kappa\beta}.$$
Setting the $\beta$-derivative of the sum to zero gives $\beta^3=33\pi m_zn/(2\kappa)$. The field energy is then $\beta^2/(4m_z)$ and the total $3\beta^2/(8m_z)$, which varies as $n^{2/3}$. The energy per area varies as $n^{5/3}$, and its derivative, the cost of one more electron, is
$$E=\frac53\cdot\frac{3\beta^2}{8m_z}=\frac{5\beta^2}{8m_z}.$$
Let $g=2m_d/\pi$ be the density of states of two valleys with in-plane mass $m_d$, spin included. Then $n=gT\ln(1+e^{\mu/T})$, with $T$ the thermal energy and $\mu$ the Fermi level above the subband, and
$$V=\frac{4\pi n h}{k_{ox}}+E(n)+T\ln\!\left(e^{n/gT}-1\right).$$
Here $V$ is counted from the point at which the surface band edge would meet the Fermi level without charge. Differentiating, with $E\propto n^{2/3}$, shows that the measured capacitance corresponds to a thickness $h+\Delta$, where
$$\Delta=\frac{k_{ox}}{4\pi}\left[\frac{5\beta^2}{12m_zn}+\frac{1}{g\,(1-e^{-n/gT})}\right].$$
Both terms fall as $n$ rises. At fixed $V$ the thinner stack holds more charge and has the smaller $\Delta$.

For $V=1$ V, 300 K, $\kappa=11.7$, $m_z=0.916$ and $m_d=0.19$, $\Delta$ is 0.38 nm at 2 nm of hafnia and 0.43 nm at 4 nm. Most of it enters the intercept, which rises from 0.20 to 0.54 nm; the remainder raises the slope to 0.316 and lowers the apparent permittivity from 13.2 to 12.3. An intercept taken from raw capacitance is thus mostly silicon response in this example. More generally, a layer whose equivalent thickness is the same in all films adds to the intercept and leaves the slope alone, as (1) shows when a constant is added. The values of $\Delta$ are estimates. At these densities the model's potential deep in the silicon levels off below the Fermi level, so one subband cannot describe the whole layer. At 300 K higher subbands are occupied too, and their charge, which lies deeper, raises the deep potential above the Fermi level even without depletion charge. A self-consistent solution with higher subbands, both valley groups and acceptor densities up to $10^{18}$ cm$^{-3}$ lowers $\Delta$ by 0.01 to 0.03 nm at the same 1 V, and by up to about 0.05 nm at the same electron density. The slope at 1 V is then 0.320 to 0.324, the apparent permittivity about 12.1 to 12.2 and the intercept about 0.50 nm.

Leakage can do more than correct the result. Estimate the tunnelling current density as $n\nu e^{-2S}$, where $S=\int\sqrt{2m(U-E)}\,dz$ is taken through the part of both layers where the barrier $U$ exceeds the electron's energy $E$, with $m$ the tunnelling mass in each layer. The attempt rate $\nu$ follows from the classical motion in a triangular well: the surface force $F=4\pi n/\kappa$ turns momentum $-p$ into $p$ in time $2p/F$, so $\nu=F/(2p)$ with $p=\sqrt{2m_zE}$. The force in fact weakens with depth, and this rate is about 1.9 times the classical rate in the potential of the trial density itself. That ratio is not a correction to the current, since the semiclassical form also omits the matching of the wave at the interfaces; solving the Schrödinger equation for escape from the same potential through the barriers below gives about 0.8 to 0.95 of $\nu e^{-2S}$. Rough barriers of 3.1 eV for silica and 1.5 eV for hafnia, and masses of 0.5 and 0.2, give about $6\times10^2$ A/cm² for the thinnest stack and $10^{-2}$ A/cm² for the thickest at 1 V. These are rough estimates: a change of 0.2 eV in the hafnia barrier alters the first by a factor of about 3 and the second by a factor of 7 to 10.

Let the stack have differential conductance $G$ in parallel with $C$, both per area, and let $R$ be the series resistance times area. At angular frequency $\omega$ the admittance is
$$Y=\frac{G+i\omega C}{1+R(G+i\omega C)} .$$
Multiplying numerator and denominator by the conjugate of the denominator leaves the imaginary numerator $\omega C(1+RG)-\omega RCG=\omega C$. A meter that reports $\mathrm{Im}\,Y/\omega$ therefore reads
$$C_{read}=\frac{C}{(1+RG)^2+(\omega RC)^2}.$$
With 50 ohm, a capacitor of 100 µm² and 1 MHz, and with 1 V dc kept across each stack itself, the thinnest film reads 29% low. Its thickness appears too large, the fitted slope drops to 0.117, the apparent permittivity becomes 33 and the intercept 1.24 nm. With this estimated current, leakage reverses the sign of the total error: the permittivity is now overestimated, although the silica still grows with hafnia. The value 33 is no prediction, nor is the reversal assured, since both rest mainly on the rough current of the thinnest film. With half the leakage in every film, a change well within the uncertainty of the barriers, the apparent permittivity is about 18, below the true 20, and with twice the leakage the slope is negative. The example shows that, unless the readings are corrected for $R$ and $G$, the bias (4) can be isolated only if $RG\ll1$ in every film used. For small $RG$ and negligible $\omega RC$ the reading error, relative to $C$, is $-2RG$; if the resistance in ohms stays fixed, a smaller capacitor reduces it in proportion to area.

Random errors in hafnia thickness matter less here. An error of 0.1 nm in each film lowers the mean fitted slope by 0.8% and scatters it by 6.3%, relative to the error-free slope.

The parameters lie in the regime of scavenged hafnia gates, where a few tenths of a nanometre of silica lie under a few nanometres of hafnia with permittivity roughly 20. The values of $b$, $q$ and $D\tau$ are chosen, not measured. The silica field at 1 V is 7.7 MV/cm for the thinnest film and 5.2 MV/cm for the thickest. The first value is not far below a rough breakdown field of 10 MV/cm, which the thinnest film would reach at about 1.3 V in this model. Real interlayers may also be mixed with hafnium or depart from the composition of silica, which changes $k_I$. At the same $b$, $k_I=6$ would give $x=0.33$ and $k_{app}=15$ instead of 13.2. If $k_H$ itself varies with thickness, for instance through crystallisation, (1) still holds for each film, but the first term is no longer proportional to $t$, and correcting for the silica alone does not make the slope a permittivity. The numerical output lists the values for the individual films.

## Table of computed values

```
Inputs: k_ox = k_i = 3.9, k_H = 20.0, a = 0.20 nm, b = 0.10
hafnia 2.0 nm: silica 0.40 nm, C 4.371 uF/cm2, EOT 0.7900 nm
hafnia 2.5 nm: silica 0.45 nm, C 3.683 uF/cm2, EOT 0.9375 nm
hafnia 3.0 nm: silica 0.50 nm, C 3.183 uF/cm2, EOT 1.0850 nm
hafnia 3.5 nm: silica 0.55 nm, C 2.802 uF/cm2, EOT 1.2325 nm
hafnia 4.0 nm: silica 0.60 nm, C 2.502 uF/cm2, EOT 1.3800 nm
Slope of EOT, true hafnia part: 0.1950
Slope of EOT, fitted: 0.2950
Apparent permittivity: 13.22
Relative bias of permittivity: -33.9 %
Intercept: 0.200 nm = 2.00 angstrom
Mean silica in the films: 0.500 nm
Ceiling of apparent permittivity, k_i/b: 39.0
Corrected permittivity with b = 0.10: 20.00
Corrected with b = 0.08 and 0.12: 18.14 and 22.29
Negative-b test: b = -0.05, true k = 16.0, apparent k = 20.13
Diffusion inputs: initial silica 0.8 nm, D*tau 90.0 nm2, q 0.01
Loss constant A = q*D*tau: 0.90 nm2
Diffusion: silica left (nm): [0.3533 0.4442 0.505  0.5487 0.5817]
Diffusion: tangent at 3 nm, slope 0.1018, intercept 0.1997 nm
Diffusion: hafnia thickness A/s0 where silica vanishes: 1.125 nm
Diffusion: fitted silica slope 0.1122, EOT slope 0.3072
Diffusion: apparent permittivity 12.69, intercept 0.1499 nm
Diffusion: largest departure of EOT from its line: 0.0210 nm
Silicon layer inputs: k 11.7, m_z 0.916, m_d 0.19, valleys 2, 300 K, 1.0 V
Electron density, thinnest and thickest: 1.67e+13, 1.12e+13 cm^-2
Added thickness from silicon, thinnest and thickest: 0.383, 0.426 nm
With silicon layer: slope 0.3162, apparent k 12.34, intercept 0.541 nm
Field in silica, thinnest and thickest: 7.74, 5.17 MV/cm
Tunnel inputs: barriers 3.1, 1.5 eV; masses 0.5, 0.2 m_e
Reading inputs: 50 ohm, 100 um2, 1 MHz
Leakage estimate, thinnest and thickest: 6.2e+02, 8.4e-03 A/cm2
Capacitance reading error, thinnest: -29.05 %
With silicon layer and leakage: slope 0.1172, apparent k 33.27, intercept 1.242 nm
Hafnia thickness error 0.1 nm: mean slope change -0.7 %, scatter 6.3 %
```
